# The massless one-loop G function and the two-loop kite integral

## What stops a direct calculation

The kite integral has two loop wave vectors $k,l$, one external wave vector $p$ and five massless lines:

$$K=\int\frac{d^4k}{\pi^2}\frac{d^4l}{\pi^2}\,\frac{1}{D_1D_2D_3D_4D_5},$$

$$D_1=k^2,\quad D_2=(k-p)^2,\quad D_3=l^2,\quad D_4=(l-p)^2,\quad D_5=(k-l)^2 .$$

Integrating over $l$ at fixed $k$ involves three denominators and gives a function of $k^2$, $(k-p)^2$ and $p^2$ that is not a simple power. The one-loop formula therefore cannot be applied twice. A recurrence can remove a line, but it writes the finite $K$ as a difference of divergent terms. If these are expanded to too low an order, the answer is lost.

Conventions: vectors are Euclidean, $p^2>0$, and each loop has measure $d^dk/\pi^{d/2}$. Atomic units with $\hbar=1$ make momentum and wave number the same; the fourth component is frequency divided by $c$. With the measure $d^4k/(2\pi)^4$ instead, each loop would carry an extra factor $1/(16\pi^2)$.

## Stage 1: one loop

**Simple case.** Take $d=3$ and two lines of unit power. Use $1/D=\int_0^\infty d\alpha\,e^{-\alpha D}$ for each line and complete the square:

$$\alpha k^2+\beta(k-p)^2=(\alpha+\beta)\Big(k-\frac{\beta p}{\alpha+\beta}\Big)^2+\frac{\alpha\beta}{\alpha+\beta}p^2 .$$

After a shift of $k$, the Gaussian integral is $\int d^dk\,\pi^{-d/2}e^{-sk^2}=s^{-d/2}$ with $s=\alpha+\beta$. Set $\alpha=sx$, $\beta=s(1-x)$, so $d\alpha\,d\beta=s\,ds\,dx$. Then

$$\int_0^1dx\int_0^\infty ds\,s^{1-3/2}e^{-sx(1-x)p^2}
=\frac{\Gamma(\tfrac12)}{p}\int_0^1\frac{dx}{\sqrt{x(1-x)}}=\frac{\pi^{3/2}}{p}.$$

**Arbitrary indices.** Now use $D^{-a}=\Gamma(a)^{-1}\int_0^\infty d\alpha\,\alpha^{a-1}e^{-\alpha D}$. The same steps give

$$\frac{1}{\Gamma(a)\Gamma(b)}\int_0^1dx\,x^{a-1}(1-x)^{b-1}\int_0^\infty ds\,s^{a+b-1-d/2}e^{-sx(1-x)p^2}.$$

The $s$ integral is $\Gamma(a+b-d/2)\,[x(1-x)p^2]^{d/2-a-b}$. The remaining integrand is $x^{d/2-b-1}(1-x)^{d/2-a-1}$, a beta integral. Hence

$$\int\frac{d^dk}{\pi^{d/2}}\frac{1}{k^{2a}(k-p)^{2b}}=G(a,b)\,(p^2)^{d/2-a-b},$$

$$G(a,b)=\frac{\Gamma(\frac d2-a)\,\Gamma(\frac d2-b)\,\Gamma(a+b-\frac d2)}{\Gamma(a)\,\Gamma(b)\,\Gamma(d-a-b)} .$$

For real indices, convergence requires $a<d/2$ at $k\to0$, $b<d/2$ at $k\to p$, and $a+b>d/2$ at large $k$. Together these imply $a,b>0$, as the exponential representation needs. For complex indices the conditions apply to the real parts. Outside this region $G$ denotes the analytic continuation.

For non-integer $d$, split $k$ into a component along $p$ and a transverse radius $k_\perp$ with weight $\frac{2\pi^{(d-1)/2}}{\Gamma(\frac{d-1}{2})}\,k_\perp^{d-2}$. Since $\int_0^\infty dk_\perp\,k_\perp^{d-2}e^{-sk_\perp^2}=\tfrac12\Gamma(\tfrac{d-1}{2})\,s^{-(d-1)/2}$, the transverse Gaussian gives $(\pi/s)^{(d-1)/2}$ and the longitudinal one $(\pi/s)^{1/2}$, so the full Gaussian integral is again $s^{-d/2}$. The shift above acts on the first component, so the derivation is unchanged.

**Limits.** For $d=3$, $a=b=1$ the formula returns $\Gamma(\frac12)^3=\pi^{3/2}$. For $b\to0$ at generic $a$, the factor $1/\Gamma(b)$ gives $G(a,0)=0$: the continued integral of a pure power vanishes. Direct quadrature at $d=3.6$, $a=1.1$, $b=0.95$, $p=1.7$ gives 4.603793, as does the formula.

## Stage 2: two loops with one line missing

Let $F(a_1,a_2,a_3,a_4,a_5)$ be the two-loop integral with denominators $D_i^{a_i}$. Without line 5 the loops separate:

$$F(a_1,a_2,a_3,a_4,0)=G(a_1,a_2)\,G(a_3,a_4)\,(p^2)^{d-\sum a_i}.$$

Without line 3, the $l$ loop has the two lines $l-p$ and $k-l$. It depends on $k-p$ and equals $G(a_4,a_5)[(k-p)^2]^{d/2-a_4-a_5}$. This power joins line 2:

$$F(a_1,a_2,0,a_4,a_5)=G(a_4,a_5)\,G\big(a_1,\,a_2+a_4+a_5-\tfrac d2\big)(p^2)^{d-\sum a_i}.$$

As a limit, put $a_3=0$ in the first formula and $a_5=0$ in the second. Both vanish, since $G(0,a_4)=G(a_4,0)=0$.

## Stage 3: the triangle rule

To remove a line from the full kite, scale $k$ about the point $l$. Put $k=l+\lambda q$ at fixed $l$. The Jacobian is $\lambda^d$, also for non-integer $d$: $k$ has two components in the plane of $p$ and $l$ and a distance $\rho$ from it with weight $\rho^{d-3}$, so scaling gives $\lambda^2\lambda^{d-2}$. With $f=\prod D_i^{-a_i}$,

$$F=\lambda^d\int\!\!\int f(l+\lambda q,l),$$

where the normalized measures of $q$ and $l$ are understood. The left side does not depend on $\lambda$. Differentiation at $\lambda=1$ gives

$$0=d\,F+\int\!\!\int (k-l)\cdot\nabla_kf .$$

This is legitimate when $f$ and $C$'s integrand converge absolutely, where $C$ is the last integral. Integrating $df/d\mu$ along almost every ray from $\mu=1$ to $\lambda$, and exchanging integrals, gives

$$(\lambda^{-d}-1)F=C\int_1^\lambda\mu^{-d-1}d\mu=C\,\frac{1-\lambda^{-d}}{d},$$

hence $C=-dF$, with no surface term left to estimate.

The gradient is

$$(k-l)\cdot\nabla_kf=-f\left[a_1\frac{2k\cdot(k-l)}{D_1}+a_2\frac{2(k-p)\cdot(k-l)}{D_2}+2a_5\right].$$

Squaring $l=k-(k-l)$ and $l-p=(k-p)-(k-l)$ gives

$$2k\cdot(k-l)=D_1+D_5-D_3,\qquad 2(k-p)\cdot(k-l)=D_2+D_5-D_4 .$$

Let $\mathbf i^+$ raise index $i$ by one and $\mathbf i^-$ lower it by one. Collecting terms,

$$(d-a_1-a_2-2a_5)F=\big[a_1\mathbf1^+(\mathbf5^--\mathbf3^-)+a_2\mathbf2^+(\mathbf5^--\mathbf4^-)\big]F .$$

If the factor on the left vanishes, the rule constrains the right side but does not determine $F$.

**Limit $a_2=0$.** The $k$ loop is then a one-loop integral. Write $a=a_1$, $b=a_5$, $h=d/2$. In every term the subsequent $l$ integral has the same indices, so the rule reduces to

$$(2h-a-2b)G(a,b)=a\,[G(a+1,b-1)-G(a+1,b)].$$

The recurrence $\Gamma(z+1)=z\Gamma(z)$ gives

$$\frac{aG(a+1,b-1)}{G(a,b)}=\frac{(h-b)(b-1)}{h-a-1},\qquad
\frac{aG(a+1,b)}{G(a,b)}=\frac{(a+b-h)(2h-a-b-1)}{h-a-1}.$$

The difference of the numerators is

$$2h^2-2h-3ha-2hb+a^2+2ab+a+2b=(2h-a-2b)(h-a-1),$$

which confirms the reduced rule.

## Stage 4: the kite near four dimensions

First check that the kite itself converges at $d=4$. When both loop vectors are large, the measure has power 8 and the denominator power 10. With one loop vector large the powers are 4 and 6; with both large at fixed $k-l$ they are 4 and 8. When $k,l\to0$ together, or both approach $p$, the measure has power 8 against 6. When $k\to0$ and $l\to p$, or the reverse, it is 8 against 4. A single vanishing denominator gives 4 against 2. All these regions converge, with room for small changes of $d$ and of the indices.

The terms produced by the rule behave worse. With unit indices, $F(2,1,1,1,0)$ contains $1/k^4$, which needs $d>4$ at small $k$, and an $l$ loop that needs $d<4$ at large $l$. The same conflict occurs in $F(2,1,0,1,1)$. To stay with convergent integrals, set

$$a_1=a_2=a=1-\delta,\quad a_3=a_4=a_5=1,\quad d=4-2\varepsilon,\quad \delta>\varepsilon>0,$$

with both parameters small. Now $a+1=2-\delta<2-\varepsilon=d/2$ cures small $k$, and $1+1>2-\varepsilon$ cures large $l$. The remaining $k$ integrals have index sums near 3, above $d/2$. Since the integrands are positive, convergence loop by loop is absolute convergence.

The substitution $k\to p-k$, $l\to p-l$ exchanges lines $1\leftrightarrow2$ and $3\leftrightarrow4$, so the two halves of the triangle rule are equal. With the results of Stage 2,

$$K(a,d)=\frac{2a\,G(1,1)}{d-2-2a}\left[G(a+1,a)-G\big(a+1,a+2-\tfrac d2\big)\right](p^2)^{d-3-2a}.$$

The denominator is $2(\delta-\varepsilon)$. At fixed $\varepsilon$, the kite integral is analytic in $\delta$ on a neighbourhood of the interval from $0$ to values above $\varepsilon$. The right side is meromorphic there and agrees with it for $\delta>\varepsilon$. Analytic continuation therefore extends the equality to $\delta=0$; the apparent pole at $\delta=\varepsilon$ is removable.

At $p=1$ and $d=3.8$, so $\varepsilon=0.1$, quadrature over Schwinger parameters gives 9.2057 for $a=0.85$, where all terms converge, against 9.2058 from the formula. At $a=1$, reached by continuation, the values are 9.4861 and 9.4863. Both pairs pass a test with relative tolerance $10^{-4}$.

At $\delta=0$ the prefactor is $-1/\varepsilon$, and

$$K=\frac{G(1,1)}{\varepsilon}\left[G(2,1+\varepsilon)-G(2,1)\right](p^2)^{-1-2\varepsilon}.$$

## Stage 5: the limit $\varepsilon\to0$

Substitution into $G$ gives

$$G(1,1)=\frac{\Gamma(1-\varepsilon)^2\Gamma(\varepsilon)}{\Gamma(2-2\varepsilon)},\quad
G(2,1+\varepsilon)=\Gamma(-\varepsilon)N,\quad G(2,1)=\Gamma(-\varepsilon)P,$$

$$N=\frac{\Gamma(1-2\varepsilon)\Gamma(1+2\varepsilon)}{\Gamma(1+\varepsilon)\Gamma(1-3\varepsilon)},\qquad
P=\frac{\Gamma(1-\varepsilon)\Gamma(1+\varepsilon)}{\Gamma(1-2\varepsilon)} .$$

Because $\Gamma(\varepsilon)=\Gamma(1+\varepsilon)/\varepsilon$ and $\Gamma(-\varepsilon)=-\Gamma(1-\varepsilon)/\varepsilon$, the factor multiplying $N-P$ is $-\varepsilon^{-3}[1+O(\varepsilon)]$ at $p=1$. We need $N-P$ through third order.

The product formula $1/\Gamma(1-x)=e^{-\gamma x}\prod_{m\ge1}(1-x/m)e^{x/m}$, with $\gamma$ Euler's constant, gives after taking logarithms and expanding

$$\ln\Gamma(1-x)=\gamma x+\sum_{n\ge2}\frac{\zeta(n)}{n}x^n,\qquad |x|<1 .$$

The coefficient of $\zeta(n)\varepsilon^n/n$, or of $\gamma\varepsilon$ for $n=1$, is

$$\ln N:\ 2^n+(-2)^n-(-1)^n-3^n,\qquad \ln P:\ 1+(-1)^n-2^n .$$

For $n=1,2,3$ these are $-2,-2,-26$ and $-2,-2,-8$. The first two orders agree, so

$$\ln\frac NP=\frac{-26+8}{3}\zeta(3)\varepsilon^3+O(\varepsilon^4)=-6\zeta(3)\varepsilon^3+O(\varepsilon^4).$$

Since $P\to1$, also $N-P=-6\zeta(3)\varepsilon^3+O(\varepsilon^4)$. Multiplication by $-\varepsilon^{-3}$ gives

$$\boxed{K=\frac{6\zeta(3)}{p^2}\qquad(d=4).}$$

The integral at $d=4$ is indeed this limit. The dimension enters the two-loop measure through a smooth normalization and $X^{d-4}$, where $X=k_\perp l_\perp\sin\phi$ and $\phi$ is the angle between the transverse parts. For $|d-4|\le\eta$ one has $X^{d-4}\le X^\eta+X^{-\eta}$. Both bounding integrals converge for small $\eta$, so dominated convergence applies.

The cancellation is visible at $\varepsilon=0.01$, $p=1$. The terms $G(1,1)G(2,1+\varepsilon)$ and $G(1,1)G(2,1)$ are $-10085.169699$ and $-10085.243464$. Their difference, $0.073765$, divided by $0.01$ gives $7.3765$. At $\varepsilon=0.0001$ the result is $7.2139$, approaching $6\zeta(3)=7.2123$.

## Stage 6: a check without the triangle rule

In $d=4$ the angles can be integrated directly. For two vectors with smaller-to-larger length ratio $r$ and angle cosine $t$,

$$\frac{1}{1-2rt+r^2}=\sum_{n\ge0}r^nU_n(t),$$

where $U_n$ are Chebyshev polynomials of the second kind. Unit four-vectors correspond to SU(2) matrices, and $U_n$ is the character of the representation of dimension $n+1$. Orthogonality of its matrix elements gives the average over $\hat l$

$$\langle U_n(\hat k\cdot\hat l)\,U_m(\hat l\cdot\hat p)\rangle=\frac{\delta_{nm}}{n+1}U_n(\hat k\cdot\hat p).$$

Averaging next over $\hat k$ with the remaining $U_n(\hat k\cdot\hat p)$ gives $U_n(1)/(n+1)=1$. Thus

$$\left\langle\frac1{D_2D_4D_5}\right\rangle=\frac1M\sum_{n\ge0}\frac{z^n}{n+1}=\frac{g(z)}M,\qquad g(z)=-\frac{\ln(1-z)}z .$$

Here $z$ is the product of the three length ratios and $M$ the product of the larger squared length in each pair.

The sphere area $2\pi^2$ turns $d^4k/\pi^2$ into $2k^3dk=k^2\,d(k^2)$, which cancels $D_1$; likewise for $l$. Put $k^2=p^2u$ and $l^2=p^2w$. For $k<l<p$, $z=u$ and $M=p^6w$, giving

$$\frac1{p^2}\int_0^1du\,g(u)\int_u^1\frac{dw}{w}=\frac1{p^2}\int_0^1du\,g(u)(-\ln u).$$

For $k<p<l$, $z=u/w$ and $M=p^6w^2$. At fixed $w$, $du=w\,dz$, and the $w$ integral from $1$ to $1/z$ gives $-\ln z$. For $p<k<l$, $z=1/w$ and $M=p^6uw^2$; the $u$ integral from $1$ to $w$ gives $\ln w=-\ln z$, while $dw/w^2=-dz$ reverses the limits. All three orderings thus give the same integral:

$$\int_0^1dz\,g(z)(-\ln z)=\sum_{n\ge1}\frac1n\int_0^1dz\,z^{n-1}(-\ln z)=\sum_{n\ge1}\frac1{n^3}=\zeta(3).$$

Exchanging $k$ and $l$ doubles the three sectors to six, again giving $6\zeta(3)/p^2$.

## A number with units

Choose the round Euclidean wave number $p=2.0$ Å$^{-1}$, so $p^2=4.0$ Å$^{-2}$. One sector contributes $1.2020569/4.0=0.300514$ Å$^2$, and six give

$$K=\frac{6\times1.2020569}{4.0}=1.803085\ \text{Å}^2 .$$

Sector quadrature gives 1.803085 Å$^2$. To express the result through the energy $\hbar cp$, divide by $(\hbar c)^2$ with $\hbar c=1973.2698$ eV Å:

$$\frac{1.803085}{(1973.2698)^2}\ \text{eV}^{-2}=4.6307\times10^{-7}\ \text{eV}^{-2}.$$

Doubling $p$ divides $K$ by four. As $p\to0$ the integral diverges, because no mass or external wave vector then cuts off small loop vectors. A mass on a line introduces another scale: the scalar products of Stage 3 can acquire mass terms, and the massless $G$ function no longer evaluates those reduced integrals that still contain the massive line. The numerical check checks the formulas numerically.

## Computed results

```
One-loop integral (dimensionless, p = 1.7)
 d=4.0 a=1.3 b=0.9: quadrature 5.132997, G form 5.132997
 d=3.0 a=1.2 b=0.6: quadrature 5.540638, G form 5.540638
 d=3.6 a=1.1 b=0.95: quadrature 4.603793, G form 4.603793
Triangle identity: exact at 8 random rational points
Kite with a1=a2=a (dimensionless, p = 1)
 a=0.85 d=3.8: quadrature 9.2057, formula 9.2058
 a=1.0 d=3.8: quadrature 9.4861, formula 9.4863
 a=1.0 d=4.0: quadrature 7.2123, formula 7.2123
eps^3 coefficient of ratio difference: -7.212341
Cancellation at p = 1 (dimensionless): eps, G11*G(2,1+eps),
  G11*G(2,1), kite = difference/eps
 0.1: -107.899595, -108.848222, 9.486273
 0.01: -10085.169699, -10085.243464, 7.376522
 0.001: -1000846.271454, -1000846.278682, 7.228238
 0.0001: -100008456.398285, -100008456.399007, 7.213926
Angular average of 1/(D2 D4 D5) (dimensionless, p = 1)
 k=0.5 l=0.8: quadrature 1.7980130, log form 1.7980130
 k=0.6 l=1.5: quadrature 0.2152511, log form 0.2152511
 k=1.4 l=2.0: quadrature 0.0366941, log form 0.0366941
Worked example: p = 2.0 1/angstrom
 zeta(3) = 1.2020569 (dimensionless)
 sector k<l<p: 0.300514 angstrom^2
 sector k<p<l: 0.300514 angstrom^2
 sector p<k<l: 0.300514 angstrom^2
 kite from six sectors: 1.803085 angstrom^2
 kite from 6 zeta(3)/p^2: 1.803085 angstrom^2
 hbar c = 1973.2698 eV angstrom
 kite converted: 4.630665e-07 eV^-2
 6 zeta(3) = 7.2123414 (dimensionless)
```
